# Inversion symmetry and the half polarization quantum of a band insulator

## Result

Take a one-dimensional crystal of period $a$, with $G=2\pi/a$, whose $N$ lowest bands are filled and separated by a gap from the rest at every $k$. Count one spin channel, and put the origin $x=0$ at an inversion centre. The total Berry phase $\phi$ of the filled bands then obeys

$$e^{i\phi}=\prod_{n=1}^{N}\xi_n(0)\,\xi_n(\pi/a)=\pm1, \qquad(1)$$

where $\xi_n=\pm1$ are the parities of the filled states at the two momenta that inversion leaves in place. Hence $\phi$ is $0$ or $\pi$ modulo $2\pi$. Once the ions are added, the polarization of a neutral centrosymmetric crystal is zero or half a quantum, modulo the quantum.

The treatment is that of independent electrons in a static periodic potential, without spin-orbit coupling.

## One band: phase and charge centre

Write $\psi_k(x)=e^{ikx}u_k(x)$, with $u_k$ periodic in $x$ and normalized over one cell. Brackets between $u$'s are integrals over a cell. Choose phases so that $\psi_{k+G}=\psi_k$, which means $u_{k+G}=e^{-iGx}u_k$. Define

$$A(k)=i\langle u_k|\partial_k u_k\rangle,\qquad \phi=\int_{-\pi/a}^{\pi/a}A(k)\,dk .$$

Another choice $u_k\to e^{-i\beta(k)}u_k$ adds $\beta'(k)$ to $A$. Since $e^{-i\beta}$ must be periodic, $\beta$ grows by $2\pi m$ across the zone, with $m$ an integer, so $\phi$ is defined modulo $2\pi$.

The phase is a position. Let $w(x)=\frac{a}{2\pi}\int dk\,\psi_k(x)$ be the Wannier function of the home cell. Using $x\,e^{ikx}=-i\partial_k e^{ikx}$ and integrating by parts,

$$x\,w(x)=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_k u_k(x).$$

The boundary term vanishes because $\psi_k$ is periodic in $k$. Now project on $w$. Integrals over all space of functions with momenta $k'$ and $k$ give $(2\pi/a)\,\delta(k-k')$ times the cell integral, so

$$\langle w|x|w\rangle=\frac{a}{2\pi}\int dk\,i\langle u_k|\partial_ku_k\rangle=\frac{a\phi}{2\pi}. \qquad(2)$$

The integer ambiguity of $\phi/2\pi$ is the freedom to choose which cell is called home.

## One band: inversion

Let $(If)(x)=f(-x)$. Since $I$ commutes with the Hamiltonian and reverses $k$, a nondegenerate band has $Iu_k=e^{i\chi(k)}u_{-k}$. Inner products are unchanged by $I$, so

$$A(k)=i\langle Iu_k|\partial_k Iu_k\rangle
=i\left[i\chi'(k)-\langle u_{-k}|u'_{-k}\rangle\right]=-\chi'(k)-A(-k).$$

Here $u'$ is the derivative with respect to the label, and the minus sign before it comes from the label being $-k$. Folding the zone in half gives

$$\phi=\int_0^{\pi/a}[A(k)+A(-k)]\,dk=\chi(0)-\chi(\pi/a).$$

At $k=0$, $e^{i\chi(0)}=\xi(0)$. At the zone edge, $(I\psi_k)(x)=e^{-ikx}(Iu_k)(x)$ gives $I\psi_{\pi/a}=e^{i\chi(\pi/a)}\psi_{-\pi/a}$, and $\psi_{-\pi/a}=\psi_{\pi/a}$ by the choice of phases. So $e^{i\chi(\pi/a)}=\xi(\pi/a)$. Because a parity is its own inverse, $e^{i\phi}=\xi(0)\xi(\pi/a)$.

**Limit of separate atoms.** Put an even orbital $w$ at $b+ja$ in every cell $j$, so that $\psi_k\propto\sum_j e^{ikja}w(x-b-ja)$. For $b=0$ both parities are $+1$ and $\phi=0$. For $b=a/2$, inversion sends site $j$ to site $-j-1$. At $k=0$ all coefficients are equal and the parity is $+1$. At $k=\pi/a$ the coefficients are $(-1)^j=-(-1)^{-j-1}$ and the parity is $-1$. Thus $\phi=\pi$, in agreement with (2). An odd orbital reverses both parities and leaves $\phi$ unchanged: the phase records where the charge sits, not the shape of the orbital.

**A chain with finite hopping.** Let Gaussian wells A sit at $ja$ and B at $ja+a/2$:

$$V(x)=-\sum_j\left[V_Ae^{-(x-ja)^2/2w_0^2}+V_Be^{-(x-ja-a/2)^2/2w_0^2}\right].$$

Take $a=0.50$ nm, $w_0=0.05$ nm and the free-electron mass, and diagonalize in plane waves. With $V_A=7$ eV and $V_B=17$ eV the gap above the lowest band is 5.83 eV. The parities at $0$ and $\pi/a$ are $+1$ and $-1$. With the depths exchanged they are $+1$ and $+1$.

The phase can be found without parities. On a mesh of 200 points, neighbouring states have overlap $\langle u_k|u_{k+dk}\rangle\simeq e^{-iA\,dk}$, so the product of overlaps round the zone is $e^{-i\phi}$. This gives $\phi=1.00000\,\pi$ with B deeper and $0.00000\,\pi$ with A deeper.

## Many bands

Filled bands may cross each other, so individual phases lose their meaning, but the filled space does not. Its projector $\mathcal P(k)$ is smooth because of the gap. The equation $\partial_ku_n=[\partial_k\mathcal P,\mathcal P]u_n$ carries an orthonormal frame smoothly across the zone within that space. At the far edge the frame equals $e^{-iGx}u_m(-\pi/a)$ times a unitary matrix $e^{i\Theta}$. Multiplying the frame by $e^{-i\Theta(k+\pi/a)/G}$ removes the mismatch, so a frame with $\psi_{n,k+G}=\psi_{n,k}$ exists.

Let $A_{mn}=i\langle u_m|\partial_ku_n\rangle$ and $\phi=\int \mathrm{tr}\,A\,dk$. A change of frame by a periodic unitary $U(k)$ adds $i\partial_k\ln\det U$ to the trace, hence a multiple of $2\pi$ to $\phi$.

Inversion maps the filled space at $k$ onto that at $-k$, so

$$Iu_n(k)=\sum_m u_m(-k)B_{mn}(k),\qquad B_{mn}(k)=\langle u_m(-k)|Iu_n(k)\rangle,$$

with $B$ unitary. Differentiating as before,

$$A(k)=-B^\dagger A(-k)B+iB^\dagger\partial_kB .$$

In the trace, $B^\dagger$ and $B$ cancel in the first term by cyclic order, and $\mathrm{tr}\,B^{-1}\partial_kB=\partial_k\ln\det B$. Therefore

$$\mathrm{tr}A(k)+\mathrm{tr}A(-k)=i\,\partial_k\ln\det B(k). \qquad(3)$$

Integrating from $0$ to $\pi/a$ gives $\phi=i[\ln\det B(\pi/a)-\ln\det B(0)]$, or

$$e^{i\phi}=\frac{\det B(0)}{\det B(\pi/a)} .$$

At both momenta $B$ is the matrix of $I$ within one space; at $\pi/a$ this again uses $\psi_{n,-\pi/a}=\psi_{n,\pi/a}$. Since $I^2=1$, its eigenvalues are parities and its determinant is their product. That proves (1). Time reversal was not used.

**Identity (3) at one point.** For the two lowest bands of the chain with B deeper, I projected two arbitrary complex trial functions on the filled space, orthonormalized them, and multiplied one by a $k$-dependent phase. Central differences at $k=2\ \mathrm{nm}^{-1}$ give 0.066908 nm for each side of (3). The value itself depends on the frame; the equality does not.

**No time reversal.** Random complex Hamiltonians with six orbitals per cell (three even, three odd), nearest-neighbour hopping and inversion symmetry were filled with three bands. Of 60 samples, 49 kept a direct gap above 0.2 in units where matrix elements are of order one. The overlap phase was $0$ in 16 and $\pi$ in 33, matching the parity product in each.

## Where the origin enters

Move the whole crystal by $s$. Then $\psi_k(x)\to\psi_k(x-s)$ and $u_k(x)\to e^{-iks}u_k(x-s)$. Each band gains $s$ in $A$, so

$$\phi\to\phi+NGs=\phi+2\pi Ns/a .$$

For the chain with B deeper and $s=0.06$ nm, the phase becomes $\pi+2\pi(0.06/0.50)=1.24\,\pi$, as the overlaps also give. The electronic phase alone is therefore restricted to $0$ or $\pi$ when the origin is an inversion centre. Choosing the other centre, half a period away, changes it by $N\pi$. A statement about the crystal needs the ions.

## Adding the ions

Let cores of charge $Z_je$ sit at $x_j$, and let both spin channels be filled equally. The dipole per unit length, with electron charge $-e$, is

$$P=e\left[\sum_j\frac{Z_jx_j}{a}-2\,\frac{\phi}{2\pi}\right]. \qquad(4)$$

Neutrality, $\sum_jZ_j=2N$, makes the shifts from moving the crystal cancel.

Relabelling a core by one cell changes $P$ by $Z_je$; relabelling a Wannier pair changes it by $2e$. The quantum $Q$ is thus $2e$ if all $Z_j$ are even and $e$ if any is odd. The value $2e$ assumes that the two spin channels are always moved together, as with a spin-independent potential; if one spin can be moved alone, a single Wannier centre can be relabelled and the quantum is $e$ in every case. Inversion sends $P$ to $-P$, yet the crystal is the same, so $P=-P$ modulo $Q$. Hence $2P$ is a multiple of $Q$, and $P$ is $0$ or $Q/2$ modulo $Q$.

In (4), cores at $\pm x$ cancel, a core at $0$ gives nothing, and a core at $a/2$ gives $Z_je/2$. Two cases show how the half arises.

- *Even charges.* Give A a core charge $+2e$ and B a net core charge of zero, with one electron pair per cell. If B is deeper, $\phi=\pi$ and $P=-e$, half of $Q=2e$. If A is deeper, $P=0$.
- *Odd charges.* Give A and B core charges $+e$ each, with the pair on B. Then $P=e(\tfrac12-1)=-e/2$, half of $Q=e$. The doubled electronic phase is $2\pi$, equivalent to zero; the half comes from the core at $a/2$.

**Finite chains.** For the even case, build open chains of 6 and 10 whole cells, each starting with A and ending with B, and fill the lowest states. The difference of their dipoles divided by the extra length $4a$ removes fixed end effects. It gives $P=-1.00000\,e$ with B deeper and $0.00000\,e$ with A deeper, as (4) does.

A dipole per length is an end charge. This termination leaves $+e$ on the left and $-e$ on the right. Starting with B and ending with A reverses the signs, and $-e$ and $+e$ differ by one quantum. The bulk prefers neither direction; the termination breaks inversion and picks the branch.

## Moving between the classes

While the gap and inversion about the fixed point $x=0$ both persist, $\phi$ varies continuously and has two allowed values, so it stays fixed. The centre must not move: a crystal that slides rigidly keeps its gap and its symmetry, but its $\phi$ changes as in the section on the origin. Take $V_A=12-5\cos\theta$ and $V_B=12+5\cos\theta$ in eV, with $\theta$ from $0$ to $\pi$. At $\theta=\pi/2$ the wells are equal and the true period is $a/2$. The lowest two bands are then one band folded at $\pi/a$, and the gap closes, numerically to $10^{-13}$ eV.

Adding $6\sin\theta\,\sin(Gx)$ eV breaks inversion between the ends of the path. The gap now stays above 3.3 eV on the 41 points sampled, and $\phi$ runs continuously through a total change of $\pi$. The class is protected by inversion, not by the gap alone.

## What a capacitor can sense

A capacitor measures charge that flows. Between states at the same voltage this gives the change of $P$; a change of field by $F$ adds the vacuum term $\epsilon_0F$, which is 0.18 µC/cm² at 2 MV/cm. Keep the even core charges, $+2e$ on A and zero on B, so that $Q=2e$, and assign each chain an area of 0.26 nm². Half the quantum is then

$$\frac{e}{0.26\ \mathrm{nm^2}}=61.6\ \mathrm{\mu C/cm^2},$$

and the full quantum is 123.2 µC/cm². Neither number, read off a single symmetric state, is a switchable polarization: a flow of charge needs two states and an insulating path between them. The inversion-breaking path of the previous section is one such path, and with these fixed cores it carries a charge of half a quantum.

Now displace B by $+0.05$ nm at fixed depths. Inversion is lost and the phase becomes $1.2292\,\pi$. Equation (4) gives $P=-1.2292\,e$, and the open chains give the same. The change is

$$\Delta P=-0.2292\times61.62=-14.1\ \mathrm{\mu C/cm^2}.$$

The sign is that of negative charge moving to the right. By (2) the pair moves $0.2292\,a/2=0.057$ nm, slightly more than the well itself.

The opposite displacement is the mirror image, so switching between the two through the symmetric state moves 28.2 µC/cm². The end states alone fix this change only modulo 123.2 µC/cm², for paths that treat both spins alike. A different insulating path can differ by whole quanta, either because ions end in neighbouring cells or because the electrons are carried on by a cell. Continuing the inversion-breaking path of the previous section to $\theta=2\pi$ returns the potential to its start with the cores fixed, changes $\phi$ by $2\pi$ and carries one full quantum.

## Sizes of what was left out

**Field.** A field $F$ breaks inversion. Second-order perturbation theory gives an induced dipole $\alpha F$ per cell, with

$$\alpha=4e\left\langle\sum_c\frac{|x_{cv}|^2}{E_c-E_v}\right\rangle_k$$

when energies are in eV and $\alpha$ in $e\,\mathrm{nm^2/V}$ (so the prefactor $e$ is the unit of charge). One factor 2 is for spin and one for the two conjugate terms; $v$ is the filled band, $c$ an empty one, and $x_{cv}$ their interband position element. The sum is 0.00233 $e\,$nm²/V, and tilted open chains agree. At 2 MV/cm the polarization shifts by 0.057 µC/cm², about 0.1% of the half quantum.

**Tunnelling and heat.** Near $\pi/a$ treat the bands as two plane waves coupled by half the gap $E_g$. Their energies separate at the rate $\hbar GeF/m$, and the Landau–Zener probability becomes $\exp[-mE_g^2a/(4\hbar^2eF)]$. The exponent has a magnitude of about 300 at 2 MV/cm. This is only a rough size: half the gap, 2.9 eV, exceeds the kinetic energy of the plane waves at $\pi/a$, 1.5 eV, so the coupling is not weak. The thermal factor $e^{-E_g/2k_BT}$ is $2\times10^{-37}$ at 400 K. Both concern the perfect crystal; defects are outside the model.

**Neighbouring chains.** At lateral momentum $q$, inversion gives $\phi(q)=-\phi(-q)$ modulo $2\pi$. Time reversal conjugates the wavefunctions, leaves charge centres in place, and gives $\phi(q)=\phi(-q)$. Together they restrict each $\phi(q)$ to $0$ or $\pi$, the same for all $q$ while the gap persists. As an example, add $-8\cos gy+2\cos(Gx+gy)$ eV to the chain potential, with $g=2\pi/b$ and $b^2=0.26$ nm². At five values of $q$ from $0$ to $\pi/b$ the phase remains $\pi$. The smallest direct gap rises to 7.5 eV. A first-order estimate gives the direction and rough size: averaged over an even lateral state concentrated at $y=0$, the second term becomes a positive multiple of $\cos Gx$, which deepens B relative to A. The estimate is 7.6–7.7 eV. It is only approximate, since the upper state at the minimum also mixes with a laterally excited state about 1 eV higher.

**End charge.** This is the large effect. The electronic permittivity from $\alpha$ is 1.32, so in linear response a bare charge $e$ per 0.26 nm² would produce roughly 500 MV/cm. Its voltage would equal the gap after about 0.1 nm, less than one cell. Such a field lies far outside linear response, so the number shows only the scale. Real ends must therefore be largely compensated, for example by electrodes, carriers, adsorbates or changed composition. The open chain counts charge; it does not describe a stable surface.

## Beside hafnia

The cell length, area, gap and field are in the rough range of ferroelectric hafnia, whose films show remanent polarizations of roughly 10–30 µC/cm². The model's 14 µC/cm² follows from a chosen displacement and predicts nothing about the material. Its permittivity is far too low: hafnia has roughly 4 from electrons and 30 with the lattice. With 30, the 2 MV/cm response would be about 5 µC/cm², and the bare end field about 23 MV/cm, whose voltage would equal the model's gap after about 2.5 nm. Real films are also polycrystalline. If grain axes were random and each grain chose the polar direction nearer the field, the mean of $\cos\vartheta$ over a hemisphere, $1/2$, would reduce 14 to 7 µC/cm².

Numerical values quoted here were computed with a short program.
